Position and momentum Shannon entropies of the hydrogenic 1s state

**Question: Shannon entropies of the hydrogenic 1s state, stuck on the momentum integral**

My graduate problem set asks for the Shannon entropies S_r = −∫ρ ln ρ d³r and S_p = −∫γ ln γ d³p of the 1s state of a one-electron atom, where ρ and γ are the probability densities in position and in momentum. I am supposed to obtain 3 + ln π and 2.422, and then show that the sum, 6.567, does not depend on the nuclear charge Z and exceeds the bound 3(1 + ln π).

I have four difficulties. First, my position entropy contains a term in ln Z that the problem does not mention. Second, in momentum space I reach an integral of t² ln(1 + t²)/(1 + t²)⁴ from zero to infinity. I expanded the logarithm in powers of t² and the terms diverge, so I have no closed form behind 2.422. Third, ρ has the dimension of an inverse volume, and I do not see what its logarithm means or whether the numbers survive a change from bohr to ångström. Fourth, comparing 6.567 with a decimal value of the bound does not feel like a proof, and I do not know where 3(1 + ln π) comes from. Can someone go through the whole calculation?

**Answer**

Your ln Z term is correct. The values 3 + ln π and 2.422 belong to Z = 1 in atomic units; for any other Z in the same units both change. Each entropy alone depends on Z and on the unit of length, and it is the sum that is free of both, provided momenta are measured in ħ per unit of length.

**Conventions and the state**

The model is one electron, without relativity or spin, bound to a fixed point nucleus of charge Z. In atomic units (ħ = mₑ = 1, lengths in bohr, momenta in ħ/bohr, energies in hartree),

H = −½∇² − Z/r.

Logarithms are natural, so entropies are in nats. The momentum wavefunction is defined by the unitary transform

φ(p) = (2π)^(−3/2) ∫ e^(−ip·r) ψ(r) d³r,

and ρ = |ψ|², γ = |φ|². For now "ln ρ" means the logarithm of the numerical value of ρ in bohr⁻³, and likewise for γ in (ħ/bohr)⁻³.

For a spherical function ∇²ψ = (1/r) d²(rψ)/dr². Take ψ = N e^(−Zr) and u = rψ. Then u′ = N(1 − Zr)e^(−Zr) and u″ = N(−2Z + Z²r)e^(−Zr), so

Hψ = −u″/(2r) − Zψ/r = (Z/r − Z²/2)ψ − (Z/r)ψ = −(Z²/2)ψ.

This is the lowest state. Define A = d/dr + w with w = Z − 1/r, and A† = −d/dr + w. Then A†A = −d²/dr² + w² − w′ = −d²/dr² + Z² − 2Z/r, because the 1/r² in w² cancels against w′ = 1/r². The s-wave radial Hamiltonian is therefore ½A†A − Z²/2. For functions with u(0) = 0 the boundary term of the integration by parts vanishes, ∫u A†A u dr = ∫(Au)² dr ≥ 0, and no s state lies below −Z²/2. Higher angular momentum adds a positive centrifugal term.

All radial integrals follow from ∫₀^∞ rⁿ e^(−ar) dr = n!/a^(n+1), which is n-fold differentiation of ∫e^(−ar)dr = 1/a with respect to −a. Normalisation requires 4πN² · 2/(2Z)³ = πN²/Z³ = 1, so

ψ = (Z³/π)^(1/2) e^(−Zr), ρ = (Z³/π) e^(−2Zr).

**Position entropy**

The logarithm of the density is linear in r:

−ln ρ = ln π − 3 ln Z + 2Zr.

Averaging with ρ, the constants pass through because ∫ρ d³r = 1, and the last term needs

⟨r⟩ = 4π (Z³/π) · 3!/(2Z)⁴ = 4Z³ · 6/(16Z⁴) = 3/(2Z).

So 2Z⟨r⟩ = 3 and

S_r = 3 + ln π − 3 ln Z.

The quantity exp S_r = πe³/Z³ has the meaning of an effective volume: a density spread uniformly over a volume V has −ln ρ = ln V everywhere inside and hence entropy ln V.

**Momentum wavefunction**

Put the polar axis along p and write x = cos of the angle between p and r. The azimuth gives 2π, and

∫₋₁¹ e^(−iprx) dx = [e^(−ipr) − e^(ipr)]/(−ipr) = 2 sin(pr)/(pr).

The prefactor becomes (2π)^(−3/2) · 4π = √(2/π), since its square is 16π²/(8π³) = 2/π. One power of r from r² dr cancels against 1/(pr), leaving

φ(p) = √(2/π) (1/p) ∫₀^∞ r ψ(r) sin(pr) dr.

Write sin(pr) = Im e^(ipr). The radial formula holds for complex a with positive real part, here a = Z − ip, n = 1:

∫₀^∞ r e^(−Zr) sin(pr) dr = Im (Z − ip)⁻² = Im (Z + ip)²/(Z² + p²)² = 2Zp/(Z² + p²)².

The middle step multiplies numerator and denominator by (Z + ip)², and Im (Z + ip)² = 2Zp. Collecting the factors √(2/π), (Z³/π)^(1/2) and 2Z,

φ(p) = 2√2 Z^(5/2) / [π (p² + Z²)²], γ(p) = 8Z⁵ / [π² (p² + Z²)⁴].

The tail φ ∝ p⁻⁴ is set by the cusp of ψ at the nucleus. With g = rψ, repeated integration by parts gives ∫g sin(pr) dr = g(0)/p − g″(0)/p³ + …, where g(0) = 0 and g″(0) = 2ψ′(0) = −2Zψ(0). The leading term is 2Zψ(0)/p³, which agrees with the large-p form of the exact result and would be absent if ψ′(0) were zero.

**Momentum entropy reduced to one number**

Set p = Zt. Then (p² + Z²)⁴ = Z⁸(1 + t²)⁴, so γ = 8/[π² Z³ (1 + t²)⁴] and

−ln γ = ln(π²/8) + 3 ln Z + 4 ln(1 + t²).

The probability element is

γ 4πp² dp = (32/π) t² dt/(1 + t²)⁴,

because 4π · 8/π² = 32/π and the Z³ from p² dp cancels the Z⁻³. Hence

S_p = ln(π²/8) + 3 ln Z + 4L, L = (32/π) ∫₀^∞ t² ln(1 + t²) (1 + t²)⁻⁴ dt,

where the normalisation of γ has been used and is confirmed below. The integrand of L falls as t⁻⁶ ln t, so L is finite. Your expansion fails for two reasons. The series of ln(1 + t²) converges only for t ≤ 1. And the moment ⟨t^(2k)⟩ has an integrand falling as t^(2k−6), which diverges for k ≥ 3, a direct effect of the power-law tail.

**The integral L**

Substitute t = tan θ with 0 ≤ θ < π/2. Then 1 + t² = 1/cos²θ, dt = dθ/cos²θ and ln(1 + t²) = −2 ln cos θ. The weight becomes

t² dt/(1 + t²)⁴ = (sin²θ/cos²θ) · cos⁸θ · dθ/cos²θ = sin²θ cos⁴θ dθ,

so that

L = −(64/π) J, J = ∫₀^(π/2) sin²θ cos⁴θ ln cos θ dθ.

The weight is a finite cosine sum. From sin²θ cos²θ = ¼ sin²2θ = (1 − cos 4θ)/8 and cos²θ = (1 + cos 2θ)/2,

sin²θ cos⁴θ = (1 + cos 2θ − cos 4θ − cos 2θ cos 4θ)/16.

With cos 2θ cos 4θ = (cos 2θ + cos 6θ)/2 this is

32 sin²θ cos⁴θ = 2 + cos 2θ − 2 cos 4θ − cos 6θ.

For a nonzero integer m, ∫₀^(π/2) cos 2mθ dθ = sin(mπ)/(2m) = 0. Only the constant survives in the integral of the weight, which equals (2/32)(π/2) = π/32. Multiplying by 32/π gives 1, so γ is normalised. The same fact with cos 2jθ cos 2kθ = ½[cos 2(j−k)θ + cos 2(j+k)θ] gives, for positive integers j and k,

∫₀^(π/2) cos 2jθ cos 2kθ dθ = (π/4) δ_jk.

What remains is the set of integrals c_j = ∫₀^(π/2) cos 2jθ ln cos θ dθ for j = 0, 1, 2, 3. For 0 < η < 1 the series ln(1 + z) = Σ_(k≥1) (−1)^(k+1) z^k/k with z = η e^(2iθ) converges uniformly in θ, and its real part is

F_η(θ) = ln|1 + η e^(2iθ)| = Σ_(k≥1) (−1)^(k+1) η^k cos(2kθ)/k.

Uniform convergence permits termwise integration: ∫F_η dθ = 0 and ∫cos 2jθ F_η dθ = (π/4)(−1)^(j+1) η^j/j. Now let η → 1. One has

|1 + η e^(2iθ)|² = 1 + 2η cos 2θ + η² = (1 − η)² + 4η cos²θ,

using cos 2θ = 2cos²θ − 1. For η ≥ ½ this lies between 2cos²θ and 4, so |F_η| is bounded by a constant plus |ln cos θ|, which is integrable because the singularity at π/2 is logarithmic. Dominated convergence lets the limit pass under the integral, and the pointwise limit is ln(2 cos θ) = ln 2 + ln cos θ. For j = 0 this gives (π/2) ln 2 + c₀ = 0, and for j ≥ 1 the constant ln 2 integrates to zero:

c₀ = −(π/2) ln 2, c_j = (π/4)(−1)^(j+1)/j.

So c₁ = π/4, c₂ = −π/8, c₃ = π/12, and

32 J = 2c₀ + c₁ − 2c₂ − c₃ = −π ln 2 + π(1/4 + 1/4 − 1/12) = π(5/12 − ln 2).

J is negative, as it must be since ln cos θ ≤ 0; its value is −0.027143. Then L = −(64/π)(π/32)(5/12 − ln 2), or

L = 2 ln 2 − 5/6 = 2 × 0.693147 − 5/6 = 0.552961.

A second route confirms this. Let I(σ) = ∫₀^∞ t²(1 + t²)^(−σ) dt. Differentiating under the integral brings down −ln(1 + t²), so L = −d ln I/dσ at σ = 4. The same substitution turns I into ∫ sin²θ cos^(2σ−4)θ dθ = ½B(3/2, σ − 3/2) = Γ(3/2)Γ(σ − 3/2)/[2Γ(σ)], so L = Ψ(4) − Ψ(5/2) with Ψ = Γ′/Γ the digamma function. Its standard series gives Ψ(4) − Ψ(5/2) = Σ_(k≥0) [1/(k + 5/2) − 1/(k + 4)] = 2Σ[1/(2k + 5) − 1/(2k + 8)]. This is twice the series ln 2 = 1 − 1/2 + 1/3 − … with the terms 1, 1/3, −1/2, −1/4 and −1/6 removed; the shifted pairing changes each partial sum by one term that tends to zero. The result is 2(ln 2 − 4/3 + 11/12) = 2 ln 2 − 5/6.

Inserting 4L = 8 ln 2 − 10/3 and ln(π²/8) = 2 ln π − 3 ln 2,

S_p = 2 ln π + 5 ln 2 − 10/3 + 3 ln Z = ln(32π²) − 10/3 + 3 ln Z.

For Z = 1 this is 0.210018 + 2.211844 = 2.421862 nat, the 2.422 of your problem.

**The sum and why Z drops out**

Adding the two results, −3 ln Z and +3 ln Z cancel, and 3 − 10/3 = −1/3:

S_r + S_p = 3 ln π + 5 ln 2 − 1/3 = ln(32π³) − 1/3 = 6.566592 nat.

The cancellation is a property of the Fourier transform under dilation. For any normalised ψ and λ > 0 let ψ_λ(r) = λ^(3/2) ψ(λr). Substituting r′ = λr in the transform, with d³r = λ⁻³ d³r′,

φ_λ(p) = (2π)^(−3/2) λ^(3/2) λ⁻³ ∫ e^(−i(p/λ)·r′) ψ(r′) d³r′ = λ^(−3/2) φ(p/λ).

The same substitution in the entropy gives

S_r[ψ_λ] = −∫ λ³ρ(λr) [3 ln λ + ln ρ(λr)] d³r = S_r[ψ] − 3 ln λ,

and since γ is rescaled with 1/λ in place of λ, S_p[ψ_λ] = S_p[ψ] + 3 ln λ. The sum depends on the shape of the state and not on its size. In the Hamiltonian, r = x/Z gives H = Z²(−½∇ₓ² − 1/x), so every bound eigenfunction for charge Z is the Z = 1 function dilated with λ = Z. Within this model the sum is therefore independent of Z for each hydrogenic state, with a value that depends on the state.

**Units**

A differential entropy is defined only relative to a unit. With a length unit ℓ, the dimensionless definition is S_r = −∫ρ ln(ρℓ³) d³r, which shifts by −3 ln(ℓ′/ℓ) when ℓ is replaced by ℓ′. With a momentum unit κ, S_p = −∫γ ln(γκ³) d³p shifts in the same way. For arbitrary units ℓ and κ the sum is therefore

S_r + S_p = ln(32π³) − 1/3 + 3 ln[ħ/(ℓκ)].

The number 6.567 holds whenever ℓκ = ħ, for instance for bohr with ħ/bohr, or ångström with ħ/ångström (wavenumbers in Å⁻¹). If ℓκ = h = 2πħ, as in the transform convention with e^(−2πik·r), the sum is lower by 3 ln 2π. The bound carries the same term, so the excess over the bound is independent of all units.

It also follows that a single entropy may be negative, which signals only an effective volume smaller than the unit volume. S_r < 0 in atomic units when Z³ > πe³ = 63.1006, and Z = 4 already satisfies this, since 4³ = 64.

**The strict inequality**

Subtract 3 + 3 ln π from the sum. The terms in ln π cancel:

S_r + S_p − 3(1 + ln π) = 5 ln 2 − 1/3 − 3 = 5(ln 2 − 2/3).

It remains to show ln 2 > 2/3. Since 1/(1 − x²) = ½[1/(1 + x) + 1/(1 − x)] has the antiderivative ½ ln[(1 + x)/(1 − x)], and (1 + 1/3)/(1 − 1/3) = 2,

∫_(−1/3)^(1/3) dx/(1 − x²) = ½ ln 2 − ½ ln(1/2) = ln 2.

The integrand exceeds 1 except at x = 0 and the interval has length 2/3, so ln 2 > 2/3. This proves what the exercise asks, with no decimal comparison and no appeal to a general theorem. Numerically ln 2 − 2/3 = 0.026481 and the excess is 0.132403 nat.

**Where 3(1 + ln π) comes from**

The number is first of all the entropy sum of a Gaussian. Take ψ = (2α/π)^(3/4) e^(−αr²). From ∫e^(−bx²)dx = √(π/b) on the whole line and its derivative with respect to b, a density proportional to e^(−bx²) has ⟨x²⟩ = 1/(2b). Here ρ = (2α/π)^(3/2) e^(−2αr²) has b = 2α on each of three axes, so ⟨r²⟩ = 3/(4α) and

S_r = (3/2) ln(π/2α) + 2α⟨r²⟩ = (3/2) ln(π/2α) + 3/2.

For the transform let G(p) = ∫e^(−αx²−ipx)dx. Differentiating and writing x e^(−αx²) = −(1/2α) d(e^(−αx²))/dx, one integration by parts gives G′ = −(p/2α)G, so G = √(π/α) e^(−p²/4α). In three dimensions (2π)^(−3/2)(π/α)^(3/2) = (2α)^(−3/2), so γ = (2α/π)^(3/2)(2α)⁻³ e^(−p²/2α) = (2πα)^(−3/2) e^(−p²/2α). Now b = 1/(2α), ⟨p²⟩ = 3α and

S_p = (3/2) ln(2πα) + ⟨p²⟩/(2α) = (3/2) ln(2πα) + 3/2.

The sum is 3 + (3/2) ln π² = 3(1 + ln π) for every α.

That no state does better is the Białynicki-Birula–Mycielski inequality. It follows from one theorem of Fourier analysis that I use here without proof, the Babenko–Beckner inequality; nothing above depends on it. Define ‖ψ‖_s = (∫|ψ|^s d³r)^(1/s), and let q ≥ 2 and 1/s + 1/q = 1. The function e^(−r²/2) is its own transform (α = ½ above) and has ln‖e^(−r²/2)‖_x = f(x), where

f(x) = (3/2x) ln(2π/x),

because ∫e^(−xr²/2)d³r = (2π/x)^(3/2). The theorem states that the ratio ‖φ‖_q/‖ψ‖_s is never larger than it is for this Gaussian:

W(q) = f(q) − f(s) + ln‖ψ‖_s − ln‖φ‖_q ≥ 0.

W does not change under dilation, since ‖ψ_λ‖_s gains the factor λ^(3/2 − 3/s), ‖φ_λ‖_q gains λ^(−3/2 + 3/q), and the exponents are equal when 1/s + 1/q = 1. Hence W vanishes for Gaussians of all widths.

At q = 2 also s = 2, both norms equal 1 and W(2) = 0. A function that vanishes at q = 2 and is nonnegative to the right has a nonnegative slope there, provided the norms are differentiable in the exponent, which holds for the 1s state because ψ and φ are bounded and decay fast enough for the norms to stay finite around exponent 2. Three derivatives are needed. From 1/s + 1/q = 1, ds/dq = −s²/q² = −1 at q = 2. From ln‖φ‖_q = (1/q) ln∫|φ|^q d³p, the derivative is −(1/q²) ln∫|φ|^q + (1/q)∫|φ|^q ln|φ| / ∫|φ|^q. At q = 2 the first term is zero and the second is ½∫γ · ½ ln γ = −S_p/4. Likewise d ln‖ψ‖_s/ds = −S_r/4, which ds/dq turns into +S_r/4. Finally f′(x) = −(3/2x²)[ln(2π/x) + 1], so f′(2) = −(3/8)(1 + ln π), and d[f(q) − f(s)]/dq = f′(2) + f′(2) = −(3/4)(1 + ln π). Together,

W′(2) = [S_r + S_p − 3(1 + ln π)]/4 ≥ 0.

In dimensional form the bound reads exp(S_r + S_p) ≥ (πeħ)³: the product of effective volumes in position and momentum has a floor.

For the 1s state the slope should be a quarter of the excess, and a finite difference of numerically computed norms gives W′(2) = 0.033101, equal to excess/4 = 0.033101. Away from q = 2 the function does not keep rising: W(3) = 0.013935 lies well under the tangent-line value, and W(8) = 0.010954 is smaller still. The turnover is required by the limit q → ∞, s → 1. There f(q) → 0, f(1) = (3/2) ln 2π, and ‖φ‖_q tends to the maximum of |φ|. For ψ ≥ 0 the maximum is φ(0) = (2π)^(−3/2)∫ψ d³r = (2π)^(−3/2)‖ψ‖₁, since |e^(−ip·r)| = 1. Then W → −(3/2) ln 2π + ln‖ψ‖₁ + (3/2) ln 2π − ln‖ψ‖₁ = 0. So W vanishes at both ends for the 1s state and has a maximum in between.

**A ceiling from the second moments, and the relation to Heisenberg**

Let ρ be any normalised density with finite ⟨r²⟩, and let g = (3/(2π⟨r²⟩))^(3/2) exp(−3r²/(2⟨r²⟩)) be the isotropic Gaussian with the same second moment (b = 3/(2⟨r²⟩) on each axis). Because ln g is a constant plus a multiple of r²,

−∫ρ ln g d³r = (3/2) ln(2π⟨r²⟩/3) + 3/2 = (3/2) ln(2πe⟨r²⟩/3) ≡ C_r.

Then S_r − C_r = ∫ρ ln(g/ρ) d³r ≤ ∫ρ(g/ρ − 1) d³r ≤ 0, by ln y ≤ y − 1 and the normalisation of both densities. The same holds in momentum space with C_p = (3/2) ln(2πe⟨p²⟩/3). The shortfall C_r − S_r = ∫ρ ln(ρ/g) d³r is the relative entropy of ρ with respect to its Gaussian, a measure of how far the shape is from Gaussian.

For the 1s state ⟨r²⟩ = 4Z³ · 4!/(2Z)⁵ = 96/(32Z²) = 3/Z². In momentum space ⟨t²⟩ = (32/π)∫ tan²θ sin²θ cos⁴θ dθ = (32/π)∫ sin⁴θ cos²θ dθ, and θ → π/2 − θ turns this into the normalisation integral, so ⟨t²⟩ = 1 and ⟨p²⟩ = Z². The product is ⟨r²⟩⟨p²⟩ = 3 and

C_r + C_p = (3/2) ln[(2πe)² · 3/9] = 3 ln(2πe/√3).

This ceiling, 6.865713 nat, is an upper bound and not an estimate of the sum. For a general state, chaining it with the lower bound gives (3/2) ln[(2πe)²⟨r²⟩⟨p²⟩/9] ≥ (3/2) ln(πe)², that is ⟨r²⟩⟨p²⟩ ≥ 9/4. The entropic inequality thus implies this three-dimensional Heisenberg relation, and it is the stronger of the two because the ceiling can lie above the true sum.

**Worked numbers**

The level of theory is the exact nonrelativistic solution with a fixed point nucleus. Six decimals are kept so that the arithmetic can be followed; they describe the model, and for real hydrogen the nuclear mass alone changes the third decimal of each single entropy.

For H (Z = 1), S_r = 3 + 1.144730 = 4.144730 nat and S_p = 2.421862 nat, with sum 6.566592 nat.

For He⁺ (Z = 2), 3 ln Z = 2.079442, so S_r = 4.144730 − 2.079442 = 2.065288 nat and S_p = 2.421862 + 2.079442 = 4.501304 nat, with sum 6.566592 nat.

For Li²⁺ (Z = 3), 3 ln Z = 3.295837, so S_r = 0.848893 nat and S_p = 5.717699 nat, with sum 6.566592 nat.

The effective volumes exp S_r are 63.1006, 7.8876 and 2.3371 bohr³, falling as Z⁻³, while exp S_p is 11.2668, 90.1346 and 304.2042 (ħ/bohr)³, rising as Z³. For hydrogen the product is 63.1006 × 11.2668 = 710.94 ħ³. The floor is exp(6.434190) = 622.78 ħ³, and the ratio is 710.94/622.78 = 1.1416.

The bound is 3 × (1 + 1.144730) = 6.434190 nat. The difference 6.566592 − 6.434190 from rounded values is 0.132402, against 0.132403 nat from the unrounded ones. Relative to the bound in these units the excess is 2.06 %, but that percentage moves with the choice of ℓκ, whereas the excess and the ratio 1.1416 do not. Dividing by ln 2 converts to bits: the sum is 9.4736 bit, the bound 9.2826 bit, the excess 0.1910 bit.

For hydrogen the ceilings are C_r = 4.256816 and C_p = 2.608897 nat, adding to 6.865713 nat. The shortfalls are 4.256816 − 4.144730 = 0.112086 nat in position and 2.608897 − 2.421862 = 0.187035 nat in momentum. The ceiling lies 6.865713 − 6.434190 = 0.431523 nat above the bound, which is 3 ln(2/√3), and subtracting both shortfalls leaves 0.132402 nat, the excess to rounding. In this measure the momentum density is farther from Gaussian than the position density.

Going to ångström, a length of x bohr has the numerical value ax with a = 0.529177, so the wavefunction in the new variable is the dilation with λ = 1/a and S_r gains 3 ln a = −1.909296. For hydrogen S_r = 4.144730 − 1.909296 = 2.235434 nat, S_p = 2.421862 + 1.909296 = 4.331158 nat, and the sum is again 6.566592 nat.

For a nucleus of finite mass the relative motion has H = p²/(2μ) − Z/r, with μ in electron masses. Multiplying by μ gives μH = p²/2 − μZ/r, so the eigenfunctions are those of charge μZ, a dilation with λ = μ. For hydrogen μ = 0.999456 and −3 ln μ = 0.001633, giving S_r = 4.146363 nat, S_p = 2.420229 nat and the unchanged sum 6.566592 nat. These entropies refer to the relative coordinate and its conjugate momentum. The densities of the electron alone in the laboratory depend in addition on the state of the centre of mass.

**Where the result stops holding**

The independence of Z rests on the dilation H = Z²(−½∇ₓ² − 1/x), and it is no longer guaranteed once a second scale enters. With relativity the speed of light c (about 137 in atomic units) is such a scale. The kinetic correction −p⁴/(8c²) becomes Z² · (Z/c)² times a Z-independent operator after the dilation, so at leading order it deforms the shape of the state through the parameter (Z/c)², and the sum acquires a dependence on Z that is small for light ions. A nucleus of finite radius R introduces the parameter ZR, and it removes the cusp that fixes the p⁻⁴ tail of φ, which matters at momenta of order 1/R and above. With two or more electrons the repulsion 1/r₁₂ becomes Z² · 1/(Z x₁₂), so its relative weight is 1/Z and the shape changes along an isoelectronic series. The value ln(32π³) − 1/3 belongs to the 1s state only, and the lower bound in the form 3(1 + ln π) assumes densities normalised to one and a transform pair with ℓκ = ħ.

The numerical check, with its output, supplies the numbers used here. Among its asserted tests, the entropies obtained by quadrature from ψ and its numerical sine transform agree with the closed forms within 10⁻⁸ nat for Z = 1, 2, 3, and a finite-difference diagonalisation that uses no analytic wavefunction (S_r = 4.1447, S_p = 2.4219 nat for Z = 1; 2.0653 and 4.5013 nat for Z = 2) agrees within 2 × 10⁻⁴ nat.

Computed values

```
ln pi = 1.144730
ln 2 = 0.693147
ln 2 - 2/3 = 0.026481
ln(pi^2/8) = 0.210018
int sin^2 cos^4 ln cos = -0.027143
L = <ln(1+t^2)> = 0.552961
4L = 2.211844
H Z=1: 3lnZ=0.000000 S_r=4.144730 S_p=2.421862 sum=6.566592 nat
H: exp S_r=63.1006 bohr^3, exp S_p=11.2668 (hbar/bohr)^3
He+ Z=2: 3lnZ=2.079442 S_r=2.065288 S_p=4.501304 sum=6.566592 nat
He+: exp S_r=7.8876 bohr^3, exp S_p=90.1346 (hbar/bohr)^3
Li2+ Z=3: 3lnZ=3.295837 S_r=0.848893 S_p=5.717699 sum=6.566592 nat
Li2+: exp S_r=2.3371 bohr^3, exp S_p=304.2042 (hbar/bohr)^3
finite diff Z=1: E=-0.5000 hartree S_r=4.1447 S_p=2.4219 nat
finite diff Z=2: E=-2.0000 hartree S_r=2.0653 S_p=4.5013 nat
bound 3(1+ln pi) = 6.434190 nat
Gaussian sum (quadrature) = 6.434190 nat
excess over bound = 0.132403 nat
excess / bound = 2.06 %
sum = 9.4736 bit
bound = 9.2826 bit
excess = 0.1910 bit
exp(sum) = 710.94 hbar^3
exp(bound) = 622.78 hbar^3
ratio exp(excess) = 1.1416
W'(2) finite difference = 0.033101
excess/4 = 0.033101
W(3) for 1s = 0.013935
W(8) for 1s = 0.010954
H <r^2> = 3.0000 bohr^2
H <p^2> = 1.0000 (hbar/bohr)^2
H ceiling S_r = 4.256816 nat
H ceiling S_p = 2.608897 nat
ceiling of sum = 6.865713 nat
bohr = 0.529177 angstrom
3 ln(bohr/angstrom) = -1.909296
H in angstrom units: S_r=2.235434 S_p=4.331158 sum=6.566592 nat
mu/m_e for H = 0.999456
-3 ln(mu/m_e) = 0.001633
H reduced mass: S_r=4.146363 S_p=2.420229 sum=6.566592 nat
```
